# Polaritonic Potential Energy Surfaces and the Derivative Coupling Between Them, part 2

A molecule with bond length \(R\) interacts with one lossless cavity mode of frequency \(\omega\). Its real electronic states \(|g\rangle\) and \(|e\rangle\) have energies \(V_g(R)\) and \(V_e(R)\); \(a\) removes a photon, and \(|e,0\rangle\), \(|g,1\rangle\) show the photon number. Hartree atomic units are used (\(\hbar=1\)), and a prime means \(d/dR\). In the rotating-wave approximation, at fixed \(R\),

\[
H=V_e|e\rangle\langle e|+V_g|g\rangle\langle g|+\omega a^\dagger a
+G\left(|e\rangle\langle g|a+|g\rangle\langle e|a^\dagger\right).
\]

Here \(G=\varepsilon d>0\), with field amplitude \(\varepsilon\) and transition dipole \(d(R)\); permanent dipoles are assumed absent. Two terms are omitted: the counter-rotating \(G(|e\rangle\langle g|a^\dagger+|g\rangle\langle e|a)\), and the self-energy, which is \(G^2/\omega\) for both configurations in the two-state model.

With detuning \(\Delta=V_e-V_g-\omega\) and splitting \(S=\sqrt{\Delta^2+4G^2}\), the surfaces and polaritons are

\[
E_\pm=\frac{V_e+V_g+\omega}{2}\pm\frac S2 ,
\]

\[
|+\rangle=\cos\theta|e,0\rangle+\sin\theta|g,1\rangle,\qquad
|-\rangle=-\sin\theta|e,0\rangle+\cos\theta|g,1\rangle ,
\]

\[
S\cos2\theta=\Delta,\qquad S\sin2\theta=2G,\qquad 0<\theta<\frac\pi2 .
\]

The molecule's own coupling is \(\tau=\langle g|\partial_Re\rangle\), and \(\langle g,0|\partial_R+\rangle=\tau\cos\theta\).

The rotation argument, differentiating the states, gave

\[
\boxed{\;\langle-|\partial_R+\rangle=\theta'=\frac{\Delta G'-G\Delta'}{\Delta^2+4G^2}\;}
\]

The force argument, differentiating the eigenvalue equation, gave the off-diagonal Hellmann–Feynman relation

\[
\langle+|\partial_R-\rangle=
\frac{\langle+|\partial_RH|-\rangle}{E_--E_+},
\]

which equals \(-\theta'\), in agreement.

The Morse model of the first half, in bohr and hartree, is

\[
\begin{aligned}
V_g&=0.15\left[1-e^{-(R-2.5)}\right]^2,\\
V_e&=0.10+0.10\left[1-e^{-0.9(R-3.0)}\right]^2,\\
G&=0.004\,e^{-(R-2.5)/2},\qquad \omega=0.10 .
\end{aligned}
\]

The crossing \(\Delta=0\) lies at \(R_c=2.741\), and \(x=R-R_c\). There \(G=0.003546\), \(\Delta'=-0.1101\) and \(\theta'=7.76\). Near the crossing \(\theta'\) is close to a Lorentzian of half width \(w=2G/|\Delta'|=0.0644\), with \(G\) and \(\Delta'\) taken at \(R_c\). The lower surface has two minima, separated by a barrier \(0.0038\) high.

### What the coupling does to nuclear motion

Let \(M\) be the reduced mass and write the molecular wave function as \(\chi_+|+\rangle+\chi_-|-\rangle\). Projecting its derivative on the two polaritons gives

\[
\begin{aligned}
\langle+|\partial_R\Psi\rangle&=\chi_+'-\theta'\chi_-,\\
\langle-|\partial_R\Psi\rangle&=\chi_-'+\theta'\chi_+ .
\end{aligned}
\]

For the column \((\chi_+,\chi_-)\), the derivative \(\partial_R\) has become

\[
\partial_R+\theta'J,\qquad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
\]

The kinetic energy contains this operator twice. Keeping the two polaritons between the two derivatives, and dropping paths through \(|g,0\rangle\), \(|e,1\rangle\) and other electronic states, gives the nuclear Hamiltonian

\[
\mathcal H=-\frac1{2M}(\partial_R+\theta'J)^2+
\begin{pmatrix}E_+&0\\0&E_-\end{pmatrix}.
\]

Since \(J^2=-1\), expansion yields

\[
\mathcal H=-\frac{\partial_R^2}{2M}
+\begin{pmatrix}E_+&0\\0&E_-\end{pmatrix}
+\frac{\theta'^2}{2M}
-\frac{J}{2M}(\partial_R\theta'+\theta'\partial_R).
\]

Here \(\partial_R\) acts on everything to its right, including the nuclear wave function. The third term is a positive addition to both surfaces. The last transfers amplitude between them.

This equation is the uncoupled-basis equation in other coordinates. Let \(u\) be the column of nuclear amplitudes on \(|e,0\rangle\) and \(|g,1\rangle\). Then \(u=U\chi\), with

\[
U=\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix},
\qquad U'=\theta'UJ .
\]

The second relation follows by multiplying out \(UJ\), which equals \(dU/d\theta\). Therefore \(\partial_R(U\chi)=U(\partial_R+\theta'J)\chi\), and applying this twice reproduces the kinetic term above. In the uncoupled basis the kinetic energy is diagonal and \(G\) does the coupling. In the polariton basis the potential is diagonal and \(\theta'\) does the coupling. Omitting \(\theta'\) changes the problem.

### Levels of the Morse model

For the two Morse curves of the first half, take \(M=10000\) electron masses. At the crossing \(\theta'=7.76\) bohr\(^{-1}\), and the diagonal correction is

\[
\frac{(7.76)^2}{2(10000)}=0.0030\ \text{hartree}.
\]

The barrier on the lower surface is \(0.0038\) hartree high, so the correction is a large change to it.

The lowest levels, in hartree, are as follows. The first column of energies contains the complete coupling, the second keeps the diagonal correction alone, and the third omits \(\theta'\).

| Level | complete | diagonal | none |
|---|---:|---:|---:|
| 0 | 0.10144 | 0.10147 | 0.10126 |
| 1 | 0.10215 | 0.10225 | 0.10214 |
| 2 | 0.10518 | 0.10536 | 0.10499 |
| 3 | 0.10736 | 0.10776 | 0.10744 |
| 4 | 0.10973 | 0.11025 | 0.11011 |
| 5 | 0.11277 | 0.11336 | 0.11305 |

The numerical check obtains the complete levels both in the uncoupled basis and from \(\mathcal H\), and the two sets agree to rounding error.

Without \(\theta'\) the largest error among the lowest four levels is \(0.00018\) hartree. This is small beside the energies but not beside their differences. The spacing between levels 0 and 1 is \(0.00070\) hartree with the complete coupling and \(0.00088\) hartree without it, an error of about 25% of the complete value. These numbers belong to the rotating-wave model without self-energy. The omitted terms shift the levels by up to about \(0.0001\) hartree: the counter-rotating terms change the spacing to \(0.00061\) hartree, and together with the self-energy to \(0.00065\) hartree.

The diagonal correction by itself is not a reliable improvement. It helps level 0 but makes levels 1, 3, 4 and 5 worse than no correction; for level 2 the two errors have nearly equal size and opposite signs. For the lowest level the sign has a general reason. Removing the off-diagonal operator leaves a Hamiltonian whose lowest eigenfunction lies on one surface. In that function the complete Hamiltonian has the same mean energy, since the removed operator has no diagonal part. The variational principle then places the complete ground level no higher.

A fourfold field leaves \(R_c\) unchanged and makes \(G\) four times larger. The coupling at the crossing falls by four and the diagonal correction there by sixteen. The largest error without \(\theta'\), again among the lowest four levels, falls much less, from \(0.00018\) to \(0.00012\) hartree. The slow fall belongs to level 0; the errors of levels 2, 4 and 5 fall from \(0.00018\), \(0.00038\) and \(0.00028\) to about \(0.00002\), \(0.00002\) and \(0.00003\) hartree. The height of \(\theta'\) at the crossing is therefore not a sufficient measure of the error in these lowest levels. The stronger field also makes the half width \(w\) four times larger and removes the barrier, leaving one minimum on the lower surface, so the height is not the only quantity that differs between the two cases. The comparison holds within the rotating-wave model: at this field \(G/\omega\approx0.14\), and the omitted counter-rotating and self-energy terms shift the levels by about \(0.001\) hartree.

### What each derivation assumes

Both derivations require \(S\ne0\) and states that vary smoothly with \(R\). Here the states are chosen real, with their signs followed continuously; the force relation itself also holds for complex states. Reversing the sign of one polariton reverses the sign of the coupling, together with that of the corresponding nuclear amplitude, and leaves the levels unchanged.

The rotation argument needs a closed pair of configurations, so that one angle describes both states. It does not need the polaritons to be eigenstates of every term in the physical Hamiltonian. Given the two vectors and their angle, differentiation is enough. It also gives information over an interval, since the integral of \(\theta'\) is the total rotation.

The force argument needs eigenstates of the Hamiltonian that is differentiated. In return it uses the states at a single \(R\), and its derivation did not depend on there being two of them. For nondegenerate eigenstates \(j\) and \(k\), the same projection gives

\[
\langle j|\partial_Rk\rangle=\frac{\langle j|\partial_RH|k\rangle}{E_k-E_j}.
\]

A permanent dipole along the field shows the difference. Let its values in the two states be \(\mu_g\) and \(\mu_e\). The Hamiltonian gains \(\varepsilon(\mu_g|g\rangle\langle g|+\mu_e|e\rangle\langle e|)(a+a^\dagger)\), where \(\varepsilon\) is the field amplitude. This term joins \(|g,1\rangle\) to \(|g,0\rangle\), so the polaritons defined by \(\theta\) are no longer eigenstates. Differentiating those same vectors still gives \(\theta'\). The derivative \(\partial_RH\), however, acquires new terms. Those in \(\mu_g'\) and \(\mu_e'\) change the photon number without flipping the electron and have no element within the pair. The motion of the electronic states adds the term

\[
\tau\varepsilon(\mu_e-\mu_g)(|e\rangle\langle g|+|g\rangle\langle e|)(a+a^\dagger),
\]

whose element between \(|+\rangle\) and \(|-\rangle\) is \(\tau\varepsilon(\mu_e-\mu_g)\cos2\theta\). Inserting it into the Hellmann–Feynman relation with the old vectors would give a wrong coupling for those vectors wherever this element is nonzero, that is, away from resonance when \(\tau\ne0\) and \(\mu_e\ne\mu_g\). With the true eigenstates the relation is valid again, but these contain \(|g,0\rangle\) and other configurations, and the boxed two-state formula is then an approximation.

Counter-rotating terms also enlarge the set of configurations. They join \(|g,1\rangle\) to \(|e,2\rangle\) with strength \(\sqrt2\,G\), the root coming from \(a^\dagger|1\rangle\). The energy difference is \((V_g+\omega)-(V_e+2\omega)=-(V_e-V_g+\omega)\). Second-order perturbation theory therefore shifts \(|g,1\rangle\) by

\[
-\frac{2G^2}{V_e-V_g+\omega},
\]

while \(|e,0\rangle\) has no such shift because \(a|0\rangle=0\). At resonance the shift is \(-G^2/\omega=-0.000126\) hartree in the model. The detuning rises by the same amount, and the crossing moves outward by about \(0.000126/0.110=0.0011\) bohr. Between \(2.4\) and \(3.2\) bohr the computed change in \(\theta'\) is at most 1.2% of its maximum.

Where \(G\) and \(\Delta\) vanish together the surfaces touch, \(S=0\), and at that point the defining relations for the angle and the boxed formula become indeterminate. Along the single coordinate \(R\) this need not be a singularity. If \(\Delta=\delta_1x+\delta_2x^2\) and \(G=\gamma_1x+\gamma_2x^2\) near such a point, with \(\delta_1\) and \(\gamma_1\) not both zero, the formula tends from either side to the finite value \((\delta_1\gamma_2-\gamma_1\delta_2)/(\delta_1^2+4\gamma_1^2)\). The two states continue smoothly through the point, and the labels \(+\) and \(-\) are exchanged. If \(G\) is reduced toward zero at a crossing with fixed slope, \(\theta'\) grows without bound in height while its area stays near \(\pi/2\). The polariton basis then switches abruptly between two configurations that hardly interact, and the uncoupled basis, in which the small quantity \(G\) is the coupling, describes the motion more simply.

## Computed values

```
Ground Morse: depth 0.15 hartree, range 1.0 1/bohr, minimum 2.5 bohr
Excited Morse: depth 0.1 hartree, range 0.9 1/bohr, minimum 3.0 bohr, offset 0.1 hartree
Photon energy 0.1 hartree; field 0.004 a.u.; mass 10000 electron masses
Dipole 1.0 a.u. at 2.5 bohr, decay length 2.0 bohr
Crossing R_c = 2.74110 bohr
V_e at R_c = 0.106885 hartree
V_g at R_c = 0.006885 hartree
Coupling G at R_c = 0.003546 hartree
Detuning slope at R_c = -0.110125 hartree/bohr
Splitting 2G at R_c = 0.007091 hartree = 0.1930 eV
E+ and E- at R_c = 0.110431, 0.103339 hartree
Lower surface, left minimum: R = 2.5066 bohr, E = 0.099506 hartree
Lower surface, barrier: R = 2.7367 bohr, E = 0.103345 hartree
Lower surface, right minimum: R = 2.9893 bohr, E = 0.099581 hartree
Upper surface, minimum: R = 2.7470 bohr, E = 0.110412 hartree
R (bohr), detuning (hartree), G (hartree), theta (rad), theta' (1/bohr), photon weight of +
  2.5000 0.032298 0.004000 0.12140 0.52128 0.01467
  2.7411 0.000000 0.003546 0.78540 7.76465 0.50000
  3.0000 -0.023223 0.003115 1.43974 0.44837 0.98292
theta' at 2.5 bohr without the G' term = 0.57962 1/bohr
theta' at R_c from -D'/(4G) = 7.7646 1/bohr
True maximum of theta' = 7.7676 1/bohr at 2.73984 bohr
Lorentzian half width w = 0.06439 bohr
Full width at half maximum: true 0.12873 bohr, 2w 0.12879 bohr
Area of theta' from 1.7 to 4.8 bohr = 1.52641 rad; pi/2 = 1.57080 rad
Diagonal correction at R_c = 0.003014 hartree
Largest finite-difference deviation of theta' = 7.0e-06 1/bohr
Electronic <g|d/dR e> in the test = -0.600 1/bohr
<g,0|d/dR +> at R_c = -0.42426 1/bohr
Counter-rotating terms, 2.4-3.2 bohr: largest energy change 1.41e-04 hartree
Largest estimated shift of |g,1> there = 1.42e-04 hartree
Largest change of theta' = 1.16 percent of its maximum
Two-state self-energy G^2/w at R_c = 1.26e-04 hartree
Levels (hartree): uncoupled basis, full theta', diagonal only, no theta'
  0 0.101442 0.101442 0.101467 0.101262
  1 0.102146 0.102146 0.102253 0.102144
  2 0.105176 0.105176 0.105362 0.104993
  3 0.107360 0.107360 0.107758 0.107439
  4 0.109727 0.109727 0.110246 0.110108
  5 0.112767 0.112767 0.113364 0.113049
Largest difference, full theta' against uncoupled basis = 2.3e-15 hartree
Largest error without theta', lowest 4 levels = 0.000184 hartree
Same error with the field 0.016 a.u. = 0.000124 hartree
```
